# Plasma frequency of the relativistic electron gas without pairs: verification in Python

```python
"""
Result under test: in the no-pair random-phase approximation the plasma
frequency of a relativistic electron gas obeys, for q -> 0,
    omega_p^2 = 4 pi n / eta     (Hartree atomic units),
with eta = sqrt(1 + beta^2), beta = k_F / c, n = electron density.
Internal units: hbar = m = c = 1, squared charge = alpha.
F = spin-averaged squared overlap of positive-energy Dirac spinors.
The response is built from numerically diagonalized Dirac matrices.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

alpha = const.fine_structure
c_au = 1.0 / alpha
hartree_keV = const.physical_constants["Hartree energy in eV"][0] / 1000

sigma_x = np.array([[0, 1], [1, 0]], dtype=complex)
sigma_z = np.diag([1.0, -1.0]).astype(complex)
alpha_x = np.kron(sigma_x, sigma_x)
alpha_z = np.kron(sigma_x, sigma_z)
mass_matrix = np.diag([1.0, 1.0, -1.0, -1.0]).astype(complex)


def dirac_states(kx, kz):
    """Positive energies and their two spinors, by diagonalization."""
    h = (kx[:, None, None] * alpha_x + kz[:, None, None] * alpha_z
         + mass_matrix)
    values, vectors = np.linalg.eigh(h)
    return values[:, 2:].mean(axis=1), vectors[:, :, 2:]


def overlap(u, w):
    amplitudes = np.einsum("nai,naj->nij", u.conj(), w)
    return 0.5 * np.sum(np.abs(amplitudes) ** 2, axis=(1, 2))


class Gas:
    """Occupied states k and their partners k+q and k-q, q along z."""

    def __init__(self, beta, q):
        x, wx = np.polynomial.legendre.leggauss(32)
        mu, wmu = np.polynomial.legendre.leggauss(24)
        k = 0.5 * beta * (x + 1)
        K, M = np.meshgrid(k, mu, indexing="ij")
        W = np.outer(0.5 * beta * wx * k**2, wmu) / (2 * np.pi**2)
        self.weight = W.ravel()
        self.mu = M.ravel()
        self.kz = (K * M).ravel()
        kx = (K * np.sqrt(1 - M**2)).ravel()
        self.q = q
        self.E, u = dirac_states(kx, self.kz)
        self.Eplus, up = dirac_states(kx, self.kz + q)
        self.Eminus, um = dirac_states(kx, self.kz - q)
        self.Fplus = overlap(u, up)
        self.Fminus = overlap(um, u)

    def mean(self, values):
        return np.sum(self.weight * values) / np.sum(self.weight)

    def chi(self, omega, use_overlap=True, blocked_pairs=False):
        fp = self.Fplus if use_overlap else 1.0
        fm = self.Fminus if use_overlap else 1.0
        # occupied initial states minus occupied final states
        terms = (fp / (omega - (self.Eplus - self.E))
                 - fm / (omega - (self.E - self.Eminus)))
        if blocked_pairs:
            s = self.E + self.Eminus
            # vacuum pair transitions removed by occupied final states
            terms = terms - (1 - self.Fminus) * (
                1 / (omega - s) - 1 / (omega + s))
        return np.sum(self.weight * terms)

    def plasma_zero(self, omega_nr, **options):
        def epsilon(w):
            return 1 - 4 * np.pi * alpha / self.q**2 * self.chi(w, **options)
        return brentq(epsilon, 0.3 * omega_nr, 1.3 * omega_nr,
                      xtol=1e-15, rtol=1e-13)


def formula(beta):
    eta = np.sqrt(1 + beta**2)
    density = beta**3 / (3 * np.pi**2)
    w2_nr = 4 * np.pi * alpha * density
    return eta, density, w2_nr, w2_nr / eta


def extrapolate(beta, **options):
    """Squared zeros of epsilon at q and q/2, and their q -> 0 limit."""
    eta, _, w2_nr, w2 = formula(beta)
    q = 0.04 * np.sqrt(w2) / (beta / eta)
    a, b = [Gas(beta, x).plasma_zero(np.sqrt(w2_nr), **options)**2
            for x in (q, q / 2)]
    return q, a, b, (4 * b - a) / 3


# Plasma frequency over a range of densities
table = []
for beta in (0.1, 0.5, 1.0, 2.0, 5.0):
    eta, density, w2_nr, w2 = formula(beta)
    limit = extrapolate(beta)[3]
    assert abs(limit / w2 - 1) < 2e-6, (beta, limit / w2 - 1)
    table.append((beta, eta, limit / w2_nr, 1 / eta))

# Detailed example
beta = 1.0
eta, density, w2_nr, w2 = formula(beta)
v_F = beta / eta
q1, zero1, zero2, limit = extrapolate(beta)
error_ratio = (zero1 - w2) / (zero2 - w2)
assert abs(error_ratio - 4) < 0.01
slope = (zero1 - zero2) / (v_F**2 * (q1**2 - q1**2 / 4))
assert abs(slope - 0.6) < 5e-3

# The spinor overlap must not affect the long-wavelength limit
limit_F1 = extrapolate(beta, use_overlap=False)[3]
assert abs(limit_F1 / w2 - 1) < 2e-6

# Mean inverse mass from finite differences of Dirac eigenvalues
g = Gas(beta, 0.01)
curvature = (g.Eplus + g.Eminus - 2 * g.E) / g.q**2
inverse_mass = g.mean(curvature)
mean_inverse_gamma = g.mean(1 / g.E)
assert abs(inverse_mass - 1 / eta) < 5e-5
assert mean_inverse_gamma - 1 / eta > 0.01
mass_mix = g.mean(2 / (3 * g.E) + 1 / (3 * g.E**3))
assert abs(mass_mix - 1 / eta) < 1e-10

# Small-q overlap deficit, symmetrized to remove the odd cubic term
deficit = (1 - 0.5 * (g.Fplus + g.Fminus)) / g.q**2
speed_z = g.kz / g.E
assert np.max(np.abs(deficit - (1 - speed_z**2) / (4 * g.E**2))) < 1e-4

# Closed overlap and transition-strength identity at a large q
h = Gas(beta, 0.7)
k2 = h.E**2 - 1
closed_F = 0.5 * (1 + (k2 + h.kz * h.q + 1) / (h.E * h.Eplus))
assert np.max(np.abs(h.Fplus - closed_F)) < 1e-12
intra = h.Fplus * (h.Eplus - h.E)
pair = (1 - h.Fplus) * (h.Eplus + h.E)
assert np.max(np.abs(intra - pair - h.q * h.kz / h.E)) < 1e-12
assert abs(h.mean(intra) - h.mean(pair)) < 1e-12
strength_ratio = g.mean(g.Fplus * (g.Eplus - g.E)) / (g.q**2 / (2 * eta))
assert abs(strength_ratio - 1) < 1e-3

# Response when q v_F is not small against omega
s = 0.5
omega = np.sqrt(w2)
finite = Gas(beta, s * omega / v_F)
response_ratio = finite.chi(omega) / (density * finite.q**2 / (eta * w2))
log_ratio = 3 / s**2 * (np.arctanh(s) / s - 1)
assert abs(response_ratio / log_ratio - 1) < 1e-3

# Correction from Pauli-blocked virtual pairs
limit_pair = extrapolate(beta, blocked_pairs=True)[3]
delta_num = 1 - limit / limit_pair
delta = alpha / np.pi * (2 / 3 * (np.arcsinh(beta) - beta / eta)
                         + beta**3 / (9 * eta**3))
assert abs(delta_num / delta - 1) < 3e-3

k_F_au = beta * c_au
density_au = density * c_au**3
r_s = (3 / (4 * np.pi * density_au))**(1 / 3)
energy = np.sqrt(w2) * c_au**2
energy_nr = np.sqrt(w2_nr) * c_au**2
print("WORKED EXAMPLE, Hartree atomic units")
print(f"beta = k_F/c: {beta:.1f} (dimensionless)")
print(f"speed of light c: {c_au:.6f} a.u.")
print(f"Fermi wave number k_F: {k_F_au:.4f} bohr^-1")
print(f"density n: {density_au:.6g} bohr^-3")
print(f"density parameter r_s: {r_s:.6f} bohr")
print(f"eta: {eta:.6f} (dimensionless)")
print(f"1/eta: {1/eta:.6f} (dimensionless)")
print(f"1/sqrt(eta): {eta**-0.5:.6f} (dimensionless)")
print(f"Fermi velocity v_F/c: {v_F:.6f} (dimensionless)")
print(f"nonrelativistic 4 pi n: {w2_nr*c_au**4:.6g} hartree^2")
print(f"no-pair 4 pi n/eta: {w2*c_au**4:.6g} hartree^2")
print(f"nonrelativistic plasma energy: {energy_nr:.4f} hartree")
print(f"no-pair plasma energy, formula: {energy:.4f} hartree")
print(f"no-pair plasma energy, extrapolated: "
      f"{np.sqrt(limit)*c_au**2:.4f} hartree")
print(f"no-pair plasma energy: {energy*hartree_keV:.4f} keV")
print("MEAN INVERSE MASS, units of 1/m")
print(f"from eigenvalue curvature: {inverse_mass:.6f}")
print(f"from 2/(3 gamma)+1/(3 gamma^3): {mass_mix:.6f}")
print(f"mean of 1/gamma alone: {mean_inverse_gamma:.6f}")
print("FINITE WAVE NUMBER")
print(f"larger q: {q1*c_au:.6f} bohr^-1")
print(f"omega^2/omega_p^2 at q: {zero1/w2:.8f}")
print(f"omega^2/omega_p^2 at q/2: {zero2/w2:.8f}")
print(f"ratio of the two deviations: {error_ratio:.4f}")
print(f"extrapolated omega^2/omega_p^2: {limit/w2:.8f}")
print(f"same with overlap F=1: {limit_F1/w2:.8f}")
print(f"coefficient of v_F^2 q^2: {slope:.5f} (dimensionless)")
print(f"response/leading term at q v_F/omega={s}: {response_ratio:.5f}")
print(f"logarithmic formula for that ratio: {log_ratio:.5f}")
print("BLOCKED PAIRS, dimensionless")
print(f"delta from shifted zero: {delta_num:.5e}")
print(f"delta from low-frequency formula: {delta:.5e}")
print("REDUCTION OF SQUARED PLASMA FREQUENCY, dimensionless")
print("beta     eta       computed ratio   1/eta")
for row in table:
    print(f"{row[0]:.1f}   {row[1]:.6f}   {row[2]:.7f}   {row[3]:.7f}")
print("all good")
```

Output:

```
WORKED EXAMPLE, Hartree atomic units
beta = k_F/c: 1.0 (dimensionless)
speed of light c: 137.035999 a.u.
Fermi wave number k_F: 137.0360 bohr^-1
density n: 86912.7 bohr^-3
density parameter r_s: 0.014005 bohr
eta: 1.414214 (dimensionless)
1/eta: 0.707107 (dimensionless)
1/sqrt(eta): 0.840896 (dimensionless)
Fermi velocity v_F/c: 0.707107 (dimensionless)
nonrelativistic 4 pi n: 1.09218e+06 hartree^2
no-pair 4 pi n/eta: 772285 hartree^2
nonrelativistic plasma energy: 1045.0725 hartree
no-pair plasma energy, formula: 878.7978 hartree
no-pair plasma energy, extrapolated: 878.7977 hartree
no-pair plasma energy: 23.9133 keV
MEAN INVERSE MASS, units of 1/m
from eigenvalue curvature: 0.707101
from 2/(3 gamma)+1/(3 gamma^3): 0.707107
mean of 1/gamma alone: 0.799260
FINITE WAVE NUMBER
larger q: 0.362768 bohr^-1
omega^2/omega_p^2 at q: 1.00095895
omega^2/omega_p^2 at q/2: 1.00023970
ratio of the two deviations: 4.0006
extrapolated omega^2/omega_p^2: 0.99999996
same with overlap F=1: 0.99999996
coefficient of v_F^2 q^2: 0.59937 (dimensionless)
response/leading term at q v_F/omega=0.5: 1.18314
logarithmic formula for that ratio: 1.18335
BLOCKED PAIRS, dimensionless
delta from shifted zero: 3.61244e-04
delta from low-frequency formula: 3.61109e-04
REDUCTION OF SQUARED PLASMA FREQUENCY, dimensionless
beta     eta       computed ratio   1/eta
0.1   1.004988   0.9950371   0.9950372
0.5   1.118034   0.8944272   0.8944272
1.0   1.414214   0.7071068   0.7071068
2.0   2.236068   0.4472136   0.4472136
5.0   5.099020   0.1961161   0.1961161
all good
```
